\section*{Scalar-Relativistic Radial Equations: Derivation, Norm and Limits for One-Electron Lead, part 1}

(Sections cited here and not found follow in the second part.)

\section{From Dirac's equation to a radial pair without spin}

\textbf{Q:} Inside an atomic sphere of an LAPW calculation I am told to use radial functions that are relativistic and yet carry no spin. Dirac's equation ties the spin to the motion. What do you start from, and what do you assume?

\textbf{A:} I start from Dirac's equation for one electron in a spherical potential energy $V(r)$, with no magnetic field and with the same $V$ for both spin directions. In Hartree atomic units the electron mass, $\hbar$ and the elementary charge are one, and $c$ is about 137. I measure the energy $E$ from the rest energy $c^2$. With upper and lower two-component spinors $\phi$ and $\chi$, the equation reads
\begin{align}
c\,\boldsymbol\sigma\cdot\mathbf p\,\chi+V\phi&=E\phi, \label{up}\\
c\,\boldsymbol\sigma\cdot\mathbf p\,\phi+(V-2c^2)\chi&=E\chi. \label{low}
\end{align}
The $-2c^2$ appears because the lower block of the Dirac Hamiltonian has rest energy $-c^2$, and a further $c^2$ has been subtracted from the energy. Only $E-V$ enters, so a common shift of the zero of $E$ and $V$ changes nothing.

\textbf{Q:} The next move is presumably to eliminate $\chi$. Is that where an expansion in $1/c$ comes in?

\textbf{A:} No expansion is needed. Equation \eqref{low} contains no derivative of $\chi$, so it can be solved algebraically:
\begin{equation}
\chi=\frac{c\,\boldsymbol\sigma\cdot\mathbf p\,\phi}{2c^2+E-V}
=\frac{\boldsymbol\sigma\cdot\mathbf p\,\phi}{2Mc},\qquad
M(r)=1+\frac{E-V(r)}{2c^2}. \label{chi}
\end{equation}
The second form uses $2c^2+E-V=2c^2M$. Division requires $M\neq0$; I assume $M>0$ everywhere. For an attractive potential that vanishes at infinity and a bound level with $E>-2c^2$ this holds, since $M\ge1+E/(2c^2)$. Inserting $\chi$ in \eqref{up} gives
\begin{equation}
\left[\boldsymbol\sigma\cdot\mathbf p\,\frac1{2M}\,\boldsymbol\sigma\cdot\mathbf p+V-E\right]\phi=0. \label{elim}
\end{equation}
This is still Dirac's equation, written for $\phi$ alone. The price is that $E$ also sits inside $M$.

\textbf{Q:} Where is the spin-orbit term? I see two Pauli matrices and a position-dependent mass, but no $\boldsymbol\sigma\cdot\mathbf L$.

\textbf{A:} It comes from the momentum operator acting on $1/(2M)$. Put $A=1/(2M)$ and use $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$:
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,A\,\boldsymbol\sigma\cdot\mathbf p
=\mathbf p\cdot A\mathbf p+i\boldsymbol\sigma\cdot(\mathbf pA\times\mathbf p).
\end{equation}
In the last term $\mathbf p$ acts on $A$ and on everything to its right. The part in which it passes through $A$ contains $\mathbf p\times\mathbf p=0$. What remains has $\mathbf p$ acting on $A$ alone, which gives $-i\nabla A$. Since $i(-i)=1$ and $\nabla A=A'\hat{\mathbf r}$,
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,A\,\boldsymbol\sigma\cdot\mathbf p
=\mathbf p\cdot A\mathbf p+A'\,\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\mathbf p)
=\mathbf p\cdot A\mathbf p+\frac{A'}r\,\boldsymbol\sigma\cdot\mathbf L. \label{split}
\end{equation}
Here $\mathbf L=\mathbf r\times\mathbf p$. From $M'=-V'/(2c^2)$,
\begin{equation}
A'=-\frac{M'}{2M^2}=\frac{V'}{4M^2c^2}. \label{aprime}
\end{equation}
With $\boldsymbol\sigma=2\mathbf S$ the last term of \eqref{split} is $V'\,\mathbf L\cdot\mathbf S/(2M^2c^2r)$. For $M\to1$ it becomes the usual spin-orbit operator, with its factor one half.

\textbf{Q:} That is neat, but Dirac's radial equations are normally written with the quantum number $\kappa$. I want to see the same term appear there, with its sign.

\textbf{A:} Let $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$, so $\sigma_r^2=1$. The same product rule gives
\begin{align}
\boldsymbol\sigma\cdot\mathbf p
&=\sigma_r\,(\sigma_r\,\boldsymbol\sigma\cdot\mathbf p)
=\sigma_r\left[\hat{\mathbf r}\cdot\mathbf p+i\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\mathbf p)\right]\nonumber\\
&=-i\sigma_r\left(\frac{\partial}{\partial r}-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right). \label{sp}
\end{align}
The angular spinors $\Omega_\kappa$ have definite $j$ and $l$. Squaring $\mathbf J=\mathbf L+\boldsymbol\sigma/2$ gives
\begin{equation}
\boldsymbol\sigma\cdot\mathbf L=\mathbf J^2-\mathbf L^2-\tfrac34
\;\to\; j(j+1)-l(l+1)-\tfrac34 .
\end{equation}
This is $l$ for $j=l+\frac12$ and $-l-1$ for $j=l-\frac12$. Both cases are covered by
\begin{equation}
\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(1+\kappa)\Omega_\kappa,\qquad
\kappa=\begin{cases}-l-1,&j=l+\frac12,\\ \;\;\,l,&j=l-\frac12,\end{cases} \label{kap}
\end{equation}
and in both cases $\kappa(\kappa+1)=l(l+1)$.

Write $\phi=g(r)\Omega_\kappa$. Then \eqref{sp} gives
\begin{equation}
\frac1{2M}\boldsymbol\sigma\cdot\mathbf p\,\phi=-iu\,\sigma_r\Omega_\kappa,\qquad
u=\frac1{2M}\left(g'+\frac{1+\kappa}{r}g\right). \label{u}
\end{equation}
By \eqref{chi}, the small radial function is $f=u/c$.

\textbf{Q:} You must apply $\boldsymbol\sigma\cdot\mathbf p$ once more, now to $\sigma_r\Omega_\kappa$. That is a different angular function.

\textbf{A:} It is. The operator $\sigma_r$ is unchanged by rotations generated by $\mathbf J$, so $j$ stays the same. It is odd under inversion, so $l$ must change to the other value allowed for that $j$. If $j=l+\frac12$, the new value is $l+1$ and the new quantum number is $l+1=-\kappa$. If $j=l-\frac12$, the new value is $l-1$ and the new quantum number is $-(l-1)-1=-l=-\kappa$. Hence $\boldsymbol\sigma\cdot\mathbf L\,\sigma_r\Omega_\kappa=-(1-\kappa)\sigma_r\Omega_\kappa$, and
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,(-iu\,\sigma_r\Omega_\kappa)
=-\left(u'+\frac{1-\kappa}{r}u\right)\Omega_\kappa .
\end{equation}
The minus sign is $(-i)^2$, and $\sigma_r^2=1$ restores $\Omega_\kappa$. Equation \eqref{elim} becomes
\begin{equation}
-u'-\frac{1-\kappa}{r}u+(V-E)g=0. \label{ueq}
\end{equation}

\textbf{Q:} And the second-order equation for $g$?

\textbf{A:} Differentiate $u$ with the product rule and \eqref{aprime}:
\begin{align}
u'&=\frac1{2M}\left[g''+\frac{1+\kappa}{r}g'-\frac{1+\kappa}{r^2}g\right]
+\frac{V'}{4M^2c^2}\left[g'+\frac{1+\kappa}{r}g\right],\\
\frac{1-\kappa}{r}u&=\frac1{2M}\left[\frac{1-\kappa}{r}g'+\frac{1-\kappa^2}{r^2}g\right].
\end{align}
In the sum, the coefficient of $g'/r$ is $(1+\kappa)+(1-\kappa)=2$. The coefficient of $g/r^2$ is $-(1+\kappa)+(1-\kappa^2)=-\kappa(\kappa+1)=-l(l+1)$. Therefore
\begin{align}
&-\frac1{2M}\left[g''+\frac2r g'-\frac{l(l+1)}{r^2}g\right]
-\frac{V'}{4M^2c^2}g'\nonumber\\
&\qquad-\frac{(1+\kappa)V'}{4M^2c^2r}g+(V-E)g=0. \label{second}
\end{align}
By \eqref{kap} the term with $1+\kappa$ is $V'\boldsymbol\sigma\cdot\mathbf L/(4M^2c^2r)$ acting on the spinor, in agreement with \eqref{split}. It is the one place where $j$ enters at given $l$.

\textbf{Q:} So you delete it. What entitles you to do that? For a heavy atom it is not small.

\textbf{A:} Deleting it is an approximation, and its size has to be examined separately. Two facts make it a sensible one. First, without this term the operator in \eqref{elim} is $\mathbf p\cdot(1/2M)\mathbf p+V-E$. It does not act on spin, so solutions can be written as $g(r)Y_{lm}$ times any constant spinor. One radial function then serves both values of $j$.

Second, the term has no weighted mean over the two $j$ values when $g$ and $E$ are held fixed. There are $2j+1$ states for each $j$, that is $2l$ states with $\kappa=l$ and $2l+2$ states with $\kappa=-l-1$, so
\begin{equation}
\sum_j(2j+1)(1+\kappa)=2l(l+1)+(2l+2)(-l)=0. \label{mean1}
\end{equation}
The condition of fixed $g$ and $E$ matters, because the true $g$ and $E$ differ between the two $j$ values.

\textbf{Q:} If the mean is what counts, why not average $\kappa$ at once in the first-order equations for $g$ and $u$? That would save the second-order equation.

\textbf{A:} It would give a wrong result. By \eqref{mean1} the weighted mean of $\kappa$ is $-1$. Putting $\kappa=-1$ into \eqref{u} and \eqref{ueq} gives
\begin{equation}
g'=2Mu,\qquad u'=-\frac2r u+(V-E)g
\end{equation}
for every $l$, and the centrifugal term is gone. That term arises from products of $\kappa$-dependent factors, and the mean of a product is not the product of the means. The instruction to drop spin-orbit coupling is therefore incomplete until one says where. Here it means: eliminate $\chi$, keep $M$ whole, and delete the term with $\boldsymbol\sigma\cdot\mathbf L$ in the equation for $\phi$.

\textbf{Q:} You keep the other term with $V'$, the one multiplying $g'$. Is it not of the same order?

\textbf{A:} It is of the same order in $1/c$, but it does not depend on $j$. Its meaning shows at leading order, with $M=1$ in the denominator. Take its expectation value with a real $g$ and a potential that is smooth at the origin, and integrate by parts:
\begin{align}
-\frac1{4c^2}\int_0^\infty gV'g'r^2dr
&=-\frac1{8c^2}\int_0^\infty V'(g^2)'r^2dr\nonumber\\
&=\frac1{8c^2}\int_0^\infty g^2\,\frac{(r^2V')'}{r^2}\,r^2dr .
\end{align}
The boundary terms vanish. The fraction is $\nabla^2V$, so this is the Darwin energy. The change of mass with velocity sits in the factor $1/(2M)$.

\textbf{Q:} A derivative of the potential is awkward near a nucleus, where $V$ is steep. Must I compute $V'$ numerically?

\textbf{A:} No. Define $q=g'/(2M)$. By \eqref{aprime},
\begin{equation}
q'=\frac1{2M}g''+\frac{V'}{4M^2c^2}g',\qquad \frac2r q=\frac1{2M}\,\frac2r g'.
\end{equation}
These are just the derivative terms of \eqref{second}, apart from the overall sign. Without the spin-orbit term, \eqref{second} is therefore
\begin{equation}
q'=-\frac2r q+\left[\frac{l(l+1)}{2Mr^2}+V-E\right]g, \label{qeq}
\end{equation}
and $V'$ has disappeared. Now set $P=rg$ and $Q=rq$. The product rule gives $P'=g+rg'$, with $g=P/r$ and $rg'=2Mrq=2MQ$. It also gives $Q'=q+rq'$, where $q=Q/r$ and the first term of \eqref{qeq} contributes $-2Q/r$. Hence
\begin{align}
P'&=2MQ+\frac Pr, \label{kh1}\\
Q'&=-\frac Qr+\left[\frac{l(l+1)}{2Mr^2}+V-E\right]P. \label{kh2}
\end{align}
These are the Koelling--Harmon equations. Each step can be reversed: \eqref{kh1} returns $Q=rg'/(2M)$, and \eqref{kh2} then returns \eqref{second} without its spin-orbit term.

\textbf{Q:} Do they reduce to Schr\"odinger's equation? The terms $\pm1/r$ look foreign to it.

\textbf{A:} Let $c\to\infty$ at fixed $r$, so that $M\to1$. Then $Q=\frac12(P'-P/r)$ and
\begin{equation}
Q'+\frac Qr=\frac12\left(P''-\frac{P'}r+\frac P{r^2}\right)+\frac12\left(\frac{P'}r-\frac P{r^2}\right)=\frac12P''.
\end{equation}
Equation \eqref{kh2} becomes $-\frac12P''+[l(l+1)/(2r^2)+V]P=EP$, as it should. The terms $\pm1/r$ come from using $g'$ rather than $P'$ to define $Q$.

Eliminating the small component and deleting only the spin-orbit term has given the Koelling--Harmon equations, a radial pair without spin that contains no $V'$ and reduces to Schrödinger's equation as $c\to\infty$. What remains is to examine how large an error the deletion causes.
